# The Friedel sum rule from counting levels in a box, part 1

(Sections cited here and not found follow in the second part.)

## Counting levels in a box

A calculation of an impurity in a metal may start from a model potential well, and then someone has to decide how deep the well should be. Suppose the impurity nucleus carries $Z$ more units of charge than the host can compensate without rearranging its conduction electrons. Those electrons must then gather $Z$ extra electrons around it. If they gathered fewer or more, an electric field would remain at large distance, and it would keep moving electrons until it was gone. The depth is therefore right when the well gathers $Z$ electrons. The Friedel sum rule turns this requirement into a condition on scattering phases at one energy, so that a trial depth can be judged without computing the electron density.

The model consists of independent electrons at zero temperature, filling all states up to a fixed Fermi energy $E_F$. The scatterer is a static, bounded, spherical potential $V(r)$ that does not act on spin and vanishes for $r>a$. In hartree atomic units, where $\hbar$ and the electron mass equal one, a free electron of wavenumber $k$ has energy $E=k^2/2$, and $E_F=k_F^2/2$. The claim is that the number of extra electrons gathered by the scatterer is

$$
\Delta N=\frac{2}{\pi}\sum_{l=0}^{\infty}(2l+1)\,\delta_l(k_F),
$$

where $\delta_l$ is the phase shift for angular momentum $l$. The factor $2$ counts spin and $2l+1$ counts the values of $m$, so this is the sum of the phase shifts of all channels divided by $\pi$. It is a number of electrons; the corresponding electric charge is $-e\Delta N$.

A count of levels cannot give a fraction, whereas $\delta_l/\pi$ is in general not an integer. In a single box the change in the count is indeed an integer, and the fraction appears when the position of the wall is averaged.

Write each wavefunction as $u(r)Y_{lm}/r$. The radial Schrödinger equation, multiplied by $-2$ and rearranged, is

$$
u''=\left[\frac{l(l+1)}{r^2}+2V(r)-k^2\right]u ,\qquad u(0)=0 .
$$

A prime on $u$ means a derivative with respect to $r$. Where $V=0$, two independent solutions are $s_l(kr)$ and $c_l(kr)$, with $s_l(x)=x\,j_l(x)$ and $c_l(x)=-x\,y_l(x)$ in terms of the spherical Bessel functions. For $l=0$ they are $\sin x$ and $\cos x$. For large $x$ they approach $\sin(x-l\pi/2)$ and $\cos(x-l\pi/2)$. They can be written with a common amplitude and phase,

$$
s_l=M_l\sin\eta_l,\qquad c_l=M_l\cos\eta_l,\qquad M_l>0 .
$$

The combination $s_l'c_l-s_lc_l'$, with primes now denoting derivatives with respect to $x$, is constant, because both functions obey the same second-order equation without a first-derivative term. Its value at large $x$ is $\cos^2+\sin^2=1$. Inserting the amplitude and phase, the terms with $M_l'$ cancel and

$$
M_l^2\,\eta_l'=1 .
$$

Hence $\eta_l$ always grows with $x$. It starts from zero, since at small $x$ the function $s_l$ vanishes while $c_l$ is positive. For $l=0$ one has $\eta_0=x$. For $l=1$, $M_1^2=1+1/x^2$ and $\eta_1=x-\arctan x$.

With the scatterer present, the solution that vanishes at the origin is, outside the range, some combination of $s_l$ and $c_l$. Scaled to unit amplitude at large distance, it is

$$
u=\cos\delta_l\,s_l+\sin\delta_l\,c_l
=M_l(kr)\sin\Phi,\qquad \Phi=\eta_l(kr)+\delta_l(k).
$$

This defines $\delta_l$ up to multiples of $\pi$, because a change of $\pi$ reverses the sign of $u$ and leaves the state the same. The multiple matters in the sum rule. To fix it, replace $V$ by $\lambda V$ and raise $\lambda$ from $0$ to $1$ at fixed $k$. The phase shift starts at zero and is followed continuously.

The direction in which it moves can be found by differentiating the radial equation with respect to $\lambda$, which gives $\partial_\lambda u''=[\dots]\,\partial_\lambda u+2Vu$ with the same bracket as before. Therefore

$$
\frac{d}{dr}\left(u'\,\partial_\lambda u-u\,\partial_\lambda u'\right)
=u''\,\partial_\lambda u-u\,\partial_\lambda u''=-2Vu^2 .
$$

Integrate from the origin, where the bracket vanishes, to a point outside the range. There $\partial_\lambda u=(\partial_\lambda\delta_l)\,w$ with $w=M_l\cos\Phi$. The derivatives of $u$ and $w$ give $u'w-uw'=kM_l^2\eta_l'=k$. The result is

$$
\frac{\partial\delta_l}{\partial\lambda}=-\frac{2}{k}\int_0^a V(r)\,u^2\,dr .
$$

An attractive potential, $V<0$, thus raises the phase shift and a repulsive one lowers it. The factor $1/k$ also makes the phase shift vanish at high energy, where $u^2$ stays of order one. The same branch can therefore be reached by starting near zero at large $k$ and following $\delta_l$ continuously down to $k_F$.

Now place a hard wall at $R>a$, so that $u(R)=0$. Since $M_l$ is positive, a level of positive energy must satisfy

$$
\Phi(k)=\eta_l(kR)+\delta_l(k)=n\pi
$$

with integer $n$. To count with this condition one must know that $\Phi$ increases with $k$ at a level. The term $\eta_l(kR)$ does increase, but $\delta_l$ may fall. The normalization of the wavefunction settles the question. Differentiating the radial equation with respect to $k$ gives $\partial_k u''=[\dots]\,\partial_k u-2ku$, and hence

$$
\frac{d}{dr}\left(u'\,\partial_k u-u\,\partial_k u'\right)=2k\,u^2,
\qquad
\int_0^r u^2\,dr=\frac{u'\,\partial_k u-u\,\partial_k u'}{2k}.
$$

At the wall $u=0$, so the second term drops out. Because $\sin\Phi=0$ there, the derivatives of $M_l$ do not contribute, and

$$
u'=kM_l\eta_l'\cos\Phi,\qquad
\partial_k u=M_l\cos\Phi\;\partial_k\Phi .
$$

With $\cos^2\Phi=1$ and $M_l^2\eta_l'=1$, this gives

$$
\int_0^R u^2\,dr=\frac12\,\frac{\partial\Phi}{\partial k}>0 .
$$

The left side is positive, so $\Phi$ rises with $k$ at every positive-energy level.

The levels can now be counted while the potential is switched on. Consider one $l$, one $m$ and one spin. The box levels move continuously with $\lambda$, so the number at or below $E_F$ can change only when a level passes $E_F$. At that moment $\Phi(k_F)=n\pi$. Because $\Phi$ increases with $k$ near the level, the level lies below $k_F$ when $\Phi(k_F)>n\pi$ and above it when $\Phi(k_F)<n\pi$. The count therefore gains one whenever $\Phi(k_F)$ rises through a multiple of $\pi$ and loses one whenever it falls through one.

At $\lambda=0$ the phase is $\eta_l(k_FR)$, which has grown from zero with $k$, so the count is the number of whole multiples of $\pi$ it contains. Writing $\lfloor x\rfloor$ for the largest integer not above $x$, the change produced by the scatterer is

$$
\Delta N_l(R)=\left\lfloor\frac{\eta_l(k_FR)+\delta_l(k_F)}{\pi}\right\rfloor
-\left\lfloor\frac{\eta_l(k_FR)}{\pi}\right\rfloor .
$$

No separate term for bound states is needed. The count includes every level at or below $E_F$, of negative energy as well as positive, so a level that sinks through zero energy leaves it unchanged. Only passages through $E_F$ alter it. Nor does $V$ need to have one sign, since crossings in both directions are included.

The average over the wall position follows from a property of the integer part. Let $x=\eta_l/\pi$ and $y=\delta_l/\pi$, and split $y=p+f$ into an integer $p$ and a fraction $0\le f<1$. As $x$ runs from $0$ to $1$, $\lfloor x\rfloor=0$, while $\lfloor x+y\rfloor$ equals $p$ for $x<1-f$ and $p+1$ for $x\ge1-f$. The second interval has length $f$, so

$$
\int_0^1\left(\lfloor x+y\rfloor-\lfloor x\rfloor\right)dx=p+f=y .
$$

The same holds for negative $y$. Moving the wall by $dR$ changes $\eta_l$ by $k_F\,dR/M_l^2$, and $M_l\to1$ in a large box. Averaging uniformly over wall positions within half a Fermi wavelength, $\pi/k_F$, therefore gives

$$
\overline{\Delta N_l}=\frac{\delta_l(k_F)}{\pi}.
$$

For $l=0$ this holds for any such interval outside the range, because $M_0=1$. For higher $l$ it is the limit of large $R$. Multiplying by the $2(2l+1)$ equal channels and summing over $l$ gives the stated rule.

For a numerical case, take a square well of depth $0.5$ hartree and radius $2$ bohr in a gas with $k_F=1$ per bohr. These are round model parameters and do not stand for a particular metal. The $s$ phase shift at the Fermi level is $\delta_0=0.9165$. In a box of radius $50$ bohr the two phases divided by $\pi$ are

$$
\frac{50}{\pi}=15.92,\qquad \frac{50+0.9165}{\pi}=16.21,
$$

so the count rises from $15$ to $16$. In a box of radius $52$ bohr they are $16.55$ and $16.84$, and both counts are $16$. The well adds one level in the first box and none in the second. Averaged over wall positions from about $40$ to $71$ bohr, the counted change is $0.2925$, compared with $\delta_0/\pi=0.2917$. The counts come from a discretized Hamiltonian that makes no use of phase shifts. The numerical check compares them with the integer formula over the whole range of wall positions, leaving out those where a level lies too close to $E_F$ to be assigned reliably.

The same numbers show what happens to an individual level. For $l=0$ the $n$th level obeys $k_n^{0}R=n\pi$ without the well and $k_nR+\delta_0(k_n)=n\pi$ with it. Subtracting gives

$$
R\left(k_n^{0}-k_n\right)=\delta_0(k_n).
$$

For $n=16$ and $R=50$ bohr, $k$ falls from $1.00531$ to $0.98669$ per bohr, and $50\times0.01862=0.931$, which is the phase shift at that level. The level has moved from above $k_F$ to below it. Since free $s$ levels are $\pi/R$ apart, $\delta_0/\pi$ is the downward shift as a fraction of the level spacing.

This also shows what a calculation with a fixed number of electrons does. For a large box of volume $\Omega$, the free gas holds $\Omega k_F^3/(3\pi^2)$ electrons. Since $dE_F=k_F\,dk_F$, its density of states is $g=\Omega k_F/\pi^2$. If no electrons are added, the Fermi energy must move by about $-\Delta N/g$ to make room for the extra states below it. The shift vanishes as the box grows, but in a small box it changes the surrounding metal. Holding the metal at its original Fermi energy requires $\Delta N$ more electrons on average.

Counting levels in a box has established the Friedel sum rule: averaged over the wall position in a large box, the scatterer adds $\delta_l(k_F)/\pi$ levels below the Fermi energy for each $l$, $m$ and spin. It remains to find where the extra electrons are and to judge the depth of the example well.
